# Cardinal and orthonormal DVR functions from the Christoffel-Darboux formula

A particle of unit mass in the potential $x^2/2$ has the levels 0.5, 1.5 and 2.5 hartree. Three functions, each tied to one mesh point, with the kinetic matrix integrated exactly and the potential entered as its three values at those points, give 0.5, 1.5 and 1.75 hartree. Two levels are right and the third is 0.75 hartree too low, although the three functions span the three lowest eigenstates and are orthonormal without any approximation. What is exact in such a basis, and what is not?

Hartree atomic units are used for the oscillator, so $x$ is in bohr.

## 1. Two points, by hand

Take two functions of the form polynomial times $e^{-x^2/2}$, and let each vanish at the other's mesh point. With points $+s$ and $-s$ they are

$$f_+(x)=(x+s)e^{-x^2/2},\qquad f_-(x)=(x-s)e^{-x^2/2}.$$

Here $f_+$ belongs to $+s$ and vanishes at $-s$, and $f_-$ does the reverse, for any $s>0$. With $\int e^{-x^2}dx=\sqrt\pi$ and $\int x^2e^{-x^2}dx=\sqrt\pi/2$, the overlap is

$$\int f_+f_-\,dx=\int (x^2-s^2)e^{-x^2}dx=\sqrt\pi\left(\tfrac12-s^2\right).$$

It vanishes only for $s=1/\sqrt2$. Vanishing at the other point costs nothing, while orthogonality selects the points among symmetric pairs. (For unsymmetric points $x_1,x_2$ the same integral is $\sqrt\pi(\tfrac12+x_1x_2)$, which vanishes whenever $x_1x_2=-\tfrac12$.) The selected ones are the zeros of $x^2-\tfrac12$, which is the quadratic polynomial orthogonal to $1$ and $x$ under the weight $e^{-x^2}$. The general construction should explain this coincidence.

## 2. Polynomials and their recurrence

Let $w(x)$ be continuous and positive inside an interval $I$, finite or infinite, with all moments finite. Integrals without limits run over $I$. Gram-Schmidt orthogonalization of $1,x,x^2,\dots$ gives real polynomials $p_n$ of degree $n$, with leading coefficient $k_n>0$ and

$$\int w\,p_mp_n\,dx=\delta_{mn}.$$

Each $p_n$ is orthogonal to every polynomial of lower degree.

The polynomial $xp_n$ has degree $n+1$, so it is a combination of $p_0,\dots,p_{n+1}$. The coefficient of $p_m$ is $\int w\,xp_np_m\,dx$. For $m<n-1$ the factor $xp_m$ has degree below $n$, and the coefficient vanishes. Three terms remain:

$$xp_n=b_{n+1}p_{n+1}+a_np_n+b_np_{n-1}, \tag{1}$$

with $a_n=\int w\,xp_n^2\,dx$, $b_n=\int w\,xp_np_{n-1}\,dx$, and the last term absent for $n=0$. Comparing the coefficients of $x^{n+1}$ gives $k_n=b_{n+1}k_{n+1}$, hence $b_n=k_{n-1}/k_n>0$.

## 3. The Christoffel-Darboux formula

Multiply (1) at $x$ by $p_n(y)$. Subtract the same relation with $x$ and $y$ exchanged. The $a_n$ terms cancel, leaving

$$(x-y)p_n(x)p_n(y)=D_{n+1}-D_n,$$

$$D_n=b_n\,[p_n(x)p_{n-1}(y)-p_{n-1}(x)p_n(y)],\qquad D_0=0.$$

Summed over $n=0,\dots,N-1$, the right side telescopes to $D_N$. Therefore

$$K(x,y)\equiv\sum_{n=0}^{N-1}p_n(x)p_n(y)=b_N\frac{p_N(x)p_{N-1}(y)-p_{N-1}(x)p_N(y)}{x-y}. \tag{2}$$

**Limit $N=1$.** From (1), $p_1(x)=(x-a_0)p_0/b_1$. The right side of (2) becomes $p_0^2\,[(x-a_0)-(y-a_0)]/(x-y)=p_0^2$, as it should.

**Limit $x\to y$.** The numerator vanishes at $x=y$, so the quotient tends to its derivative with respect to $x$:

$$K(y,y)=b_N\,[p_N'(y)p_{N-1}(y)-p_{N-1}'(y)p_N(y)]. \tag{3}$$

The left side is a sum of squares containing $p_0^2>0$, so it is positive. At a real zero of $p_N$ the second term drops out. There neither $p_N'$ nor $p_{N-1}$ can vanish.

## 4. The mesh points

We need $N$ distinct real zeros of $p_N$ inside $I$. Let $J$ be the symmetric tridiagonal matrix with diagonal $a_0,\dots,a_{N-1}$ and off-diagonal elements $b_1,\dots,b_{N-1}$. It is the matrix of $x$ in the polynomial basis, $J_{mn}=\int w\,xp_mp_n\,dx$.

Suppose $Ju=\xi u$. All rows but the last are the recurrence (1) at $x=\xi$. Since the $b_n$ are nonzero, they fix every component from the first: $u_n=u_0p_n(\xi)/p_0$. Each eigenvalue thus has one eigenvector up to a factor. A real symmetric matrix has $N$ independent eigenvectors with real eigenvalues, so the $N$ eigenvalues are distinct. The last row of $Ju=\xi u$ lacks the term $b_Np_N(\xi)$ of the recurrence, and therefore requires $p_N(\xi)=0$. The eigenvalues are $N$ distinct zeros of a polynomial of degree $N$, hence all of them. Call them $x_1,\dots,x_N$.

With $g=\sum_nu_np_n$, each eigenvalue is also

$$\xi=\frac{u^TJu}{u^Tu}=\frac{\int x\,w\,g^2\,dx}{\int w\,g^2\,dx}.$$

This is a mean position for a nonnegative density on $I$, so it lies inside $I$, where $w>0$.

**Limit $N=1$.** The only mesh point is $a_0$, the mean position under the weight itself.

## 5. The discrete variable representation (DVR) functions

Put $y=x_i$ in (2). The term with $p_N(x_i)$ vanishes:

$$K(x,x_i)=b_Np_{N-1}(x_i)\,\frac{p_N(x)}{x-x_i}. \tag{4}$$

The quotient is thus a finite sum over the original basis. Define

$$\frac1{\lambda_i}=K(x_i,x_i)=\sum_{n=0}^{N-1}p_n(x_i)^2,\qquad \chi_i(x)=\sqrt{\lambda_iw(x)}\,K(x,x_i).$$

Inserting (4) gives the closed form

$$\chi_i(x)=C_i\sqrt{w(x)}\,\frac{p_N(x)}{x-x_i},\qquad C_i=\sqrt{\lambda_i}\,b_Np_{N-1}(x_i). \tag{5}$$

At $x=x_i$ the quotient means its limit $p_N'(x_i)$. Equation (3) at $x_i$ reads $1/\lambda_i=b_Np_{N-1}(x_i)p_N'(x_i)$, so also

$$C_i=\frac{1}{\sqrt{\lambda_i}\,p_N'(x_i)}. \tag{6}$$

The root weight $\sqrt{w}$ alone does not normalize the function; the constant $C_i$ is needed too. Its sign is that of $p_N'(x_i)$, which makes $\chi_i$ positive at its own point.

**Cardinality.** For $j\ne i$ the numerator $p_N(x_j)$ vanishes and the denominator does not. At $j=i$ the definition gives $\sqrt{\lambda_iw(x_i)}/\lambda_i$. Together,

$$\chi_i(x_j)=\delta_{ij}\sqrt{\frac{w(x_i)}{\lambda_i}}. \tag{7}$$

"Cardinal" here means zero at every other mesh point; the height is fixed by normalization and need not be 1. The combination $\Delta_i=\lambda_i/w(x_i)$ acts as a cell width, since $\chi_i(x_i)^2\Delta_i=1$. If $\psi=\sum_ic_i\chi_i$, evaluation at $x_i$ gives $c_i=\sqrt{\Delta_i}\,\psi(x_i)$. The coefficients are wave-function values times the root of a cell width. For a $\psi$ outside the span this gives an interpolant, not in general the projection.

**Orthonormality.** Insert the sums for the two kernels and use the orthonormality of the $p_n$:

$$\int\chi_i\chi_j\,dx=\sqrt{\lambda_i\lambda_j}\sum_{m,n=0}^{N-1}p_m(x_i)p_n(x_j)\int w\,p_mp_n\,dx=\sqrt{\lambda_i\lambda_j}\,K(x_i,x_j).$$

By (4), $K(x_j,x_i)=0$ for $j\ne i$, and $K(x_i,x_i)=1/\lambda_i$. Hence

$$\int\chi_i\chi_j\,dx=\delta_{ij}. \tag{8}$$

This is an integral over the continuous variable, with no quadrature in it. The same number $K(x_i,x_j)$ is the value of one kernel function at the other's point and the overlap of the two. That is why both properties hold together.

**Limit $N=2$, Hermite weight.** The mesh points are $\pm s$ with $s=1/\sqrt2$. From section 1, $\int f_\pm^2dx=\sqrt\pi(\tfrac12+s^2)=\sqrt\pi$. The normalized functions, positive at their own points, are $\pm\pi^{-1/4}(x\pm s)e^{-x^2/2}$. Since $p_2\propto(x-s)(x+s)$, division by $x-x_i$ leaves the same factors.

**What can fail for other points.** The zeros of $p_N$ are not the only choice: at points where $p_N=c\,p_{N-1}$ with one fixed constant $c$, the numerator of (2) also vanishes for every pair of distinct points, so cardinality and orthonormality survive if these points lie inside $I$ (one of them can fall outside when $I$ has an end). An arbitrary set of points does not have this property. Take the Hermite weight with points $-1,0,1$. The cardinal polynomials are $\ell_\pm=x(x\pm1)/2$ and $\ell_0=1-x^2$. Write $\langle f\rangle=\pi^{-1/2}\int f e^{-x^2}dx$, so that $\langle x^2\rangle=\tfrac12$, $\langle x^4\rangle=\tfrac34$, and odd powers give zero. Then

$$\langle\ell_+\ell_-\rangle=\tfrac14\left(\tfrac34-\tfrac12\right)=\tfrac1{16},\qquad \langle\ell_\pm^2\rangle=\tfrac14\left(\tfrac34+\tfrac12\right)=\tfrac5{16}.$$

The normalized overlap of the outer pair is $0.2$. With the central function, $\langle\ell_\pm\ell_0\rangle=\tfrac12(\tfrac12-\tfrac34)=-\tfrac18$ and $\langle\ell_0^2\rangle=1-1+\tfrac34=\tfrac34$, so that overlap is $-0.258$. These functions are cardinal but not orthogonal. Result (8) likewise needs the interval and weight that define the $p_n$; cutting the range of integration lowers the norms and in general makes the overlaps of different functions nonzero.

## 6. The link to Gauss quadrature

The polynomial $\ell_i(x)=\lambda_iK(x,x_i)$ equals 1 at $x_i$ and 0 at the other points. Its weighted integral follows from the expansion of the constant 1, which is a multiple of $p_0$:

$$\int w\,\ell_i\,dx=\lambda_i\sum_{n=0}^{N-1}p_n(x_i)\int w\,p_n\cdot1\,dx=\lambda_i. \tag{9}$$

The sum is the expansion of 1 in the $p_n$, evaluated at $x_i$. A polynomial $r$ of degree at most $N-1$ equals $\sum_ir(x_i)\ell_i$, so $\int w\,r\,dx=\sum_i\lambda_ir(x_i)$.

Now let $f$ have degree at most $2N-1$. Division by $p_N$ gives $f=p_Nq+r$, with $q$ and $r$ of degree at most $N-1$. The term $p_Nq$ integrates to zero by orthogonality and vanishes at every mesh point. The rule

$$\int w\,f\,dx=\sum_i\lambda_if(x_i)$$

therefore holds up to degree $2N-1$, and the $\lambda_i$ are the Gauss weights.

Apart from the factor $w$, the product $\chi_i\chi_j$ is a polynomial of degree $2N-2$. The rule confirms (8) with one degree to spare. That spare degree covers matrix elements of $x$, but not those of $x^2$.

## 7. Position and its square

The closed form (5) shows what happens beyond the overlap. Multiplication removes the denominator:

$$(x-x_i)\chi_i=C_i\sqrt w\,p_N. \tag{10}$$

The right side is orthogonal to every $\chi_j$, because $\chi_j/\sqrt w$ has degree $N-1$. With (8),

$$\int\chi_i\,x\,\chi_j\,dx=x_i\delta_{ij}. \tag{11}$$

For the square, multiply (10) for $i$ by (10) for $j$ and integrate. The right side is $C_iC_j\int w\,p_N^2\,dx=C_iC_j$. The left side, expanded with (8) and (11), is

$$\int\chi_ix^2\chi_j\,dx-(x_i+x_j)x_i\delta_{ij}+x_ix_j\delta_{ij}=\int\chi_ix^2\chi_j\,dx-x_i^2\delta_{ij}.$$

Therefore

$$\int\chi_i\,x^2\chi_j\,dx=x_i^2\delta_{ij}+C_iC_j. \tag{12}$$

The DVR takes the potential matrix as $V(x_i)\delta_{ij}$, which is the Gauss rule applied to $\chi_iV\chi_j$. This is exact for a constant and a linear potential. For $x^2$ it drops the matrix $C_iC_j$. The constants that normalize the functions also measure the first error of the diagonal approximation.

**Limit $N=1$, Hermite weight.** The single function is the normalized Gaussian at $x_1=0$. The diagonal value of $x^2$ is 0, the true one is $\tfrac12$, and the whole expectation value sits in $C_1^2$.

## 8. Three Hermite points

For $w=e^{-x^2}$ all $a_n$ vanish by parity. To find $b_n$, integrate the derivative of $w\,p_np_{n-1}$ over the line. The boundary values vanish and $w'=-2xw$, so

$$\int w\,(p_n'p_{n-1}+p_np_{n-1}')\,dx=2\int w\,x\,p_np_{n-1}\,dx=2b_n.$$

The second term on the left is zero, since $p_{n-1}'$ has degree below $n$. In the first, $p_n'=(nk_n/k_{n-1})\,p_{n-1}+\dots$, where the dots have lower degree; the integral is $n/b_n$. Hence $b_n^2=n/2$. The recurrence, started from $p_0=\pi^{-1/4}$, gives

$$p_1=\sqrt2\,x\,p_0,\qquad p_2=\sqrt2\left(x^2-\tfrac12\right)p_0,\qquad p_3=\tfrac{2}{\sqrt3}\,x\left(x^2-\tfrac32\right)p_0.$$

The mesh points are $0$ and $\pm\sqrt{3/2}=\pm1.22474$ bohr. The weights follow from the sums of squares:

$$\frac1{\lambda(0)}=\frac{1+0+\frac12}{\sqrt\pi},\qquad \frac1{\lambda(\pm1.22474)}=\frac{1+3+2}{\sqrt\pi},$$

which gives 1.18164 and 0.29541 bohr. The weight function is 1 at the center and 0.22313 at the outer points. By (7) the heights are $\sqrt{1/1.18164}=0.9199$ and $\sqrt{0.22313/0.29541}=0.8691$ bohr$^{-1/2}$.

The constants are $C=b_3\sqrt{\lambda_i}\,p_2(x_i)$. At the center this is $\sqrt{3/2}\,\sqrt{2/3}\,(-1/\sqrt2)=-0.70711$ bohr. At the outer points it is $\sqrt{3/2}\,\sqrt{1/6}\,\sqrt2=0.70711$ bohr. The functions are

$$\chi_0=-\sqrt{\tfrac23}\,p_0\left(x^2-\tfrac32\right)e^{-x^2/2},\qquad \chi_\pm=\sqrt{\tfrac23}\,p_0\,x\left(x\pm\sqrt{\tfrac32}\right)e^{-x^2/2}.$$

The moments of section 5 confirm (8) directly. The overlap of $\chi_0$ with either outer function is proportional to $\langle x^4\rangle-\tfrac32\langle x^2\rangle=\tfrac34-\tfrac34=0$. The overlap of the outer pair contains the same combination.

Equation (12) gives diagonal elements of $x^2$ equal to $1.5+0.5=2.0$ bohr² at the outer points and $0+0.5=0.5$ bohr² at the center. The off-diagonal elements are $+0.5$ bohr² between the outer points and $-0.5$ bohr² between an outer point and the center. The diagonal approximation keeps 1.5, 0 and 1.5 bohr².

## 9. Where the 0.75 hartree went

The oscillator eigenfunctions are polynomials of degree $n$ times $e^{-x^2/2}$, and they are mutually orthogonal. Up to sign they are therefore $\varphi_n=\sqrt w\,p_n$, with energies $n+\tfrac12$. The mesh functions span $\varphi_0,\dots,\varphi_{N-1}$, so exact kinetic and potential matrices must return the first $N$ levels.

The overlap of a mesh function with an eigenfunction is

$$\langle\chi_i|\varphi_n\rangle=\sqrt{\lambda_i}\int w\,K(x,x_i)\,p_n\,dx=\sqrt{\lambda_i}\,p_n(x_i),\qquad n<N.$$

Comparison with (5) shows $C_i=b_N\langle\chi_i|\varphi_{N-1}\rangle$. Within the basis, the dropped matrix $C_iC_j$ represents $b_N^2|\varphi_{N-1}\rangle\langle\varphi_{N-1}|$. With the exact kinetic matrix and the diagonal potential,

$$H_{\rm diag}=H_{\rm full}-\frac{b_N^2}{2}\,|\varphi_{N-1}\rangle\langle\varphi_{N-1}|. \tag{13}$$

The states below $\varphi_{N-1}$ keep their energies. The highest one is lowered by $b_N^2/2=N/4$, from $N-\tfrac12$ to $\tfrac34N-\tfrac12$. For $N=3$ this is $2.5-0.75=1.75$ hartree. The shift depends on the kinetic matrix being exact. Suppose the elements $\int\chi_i(-\tfrac12\chi_j'')\,dx$ are also evaluated with the Gauss rule. The equation $H\varphi_n=(n+\tfrac12)\varphi_n$ holds at every mesh point and the rule is exact for the overlaps, so the two quadrature errors cancel for this oscillator and the levels are again 0.5, 1.5 and 2.5 hartree.

The printed matrices show the same thing. The vector $C$ is proportional to $(1,-1,1)$. The first row of the kinetic matrix is $(0.66667,-0.41667,-0.08333)$ hartree, and the diagonal potential adds $1.5/2=0.75$ hartree to its first element. Acting on $(1,-1,1)$, this row gives $1.41667+0.41667-0.08333=1.75$ hartree.

With exact kinetic and potential matrices, and basis functions that satisfy the boundary conditions of the problem, the Rayleigh-Ritz principle makes each ordered eigenvalue an upper bound to the corresponding exact level. The diagonal potential removes that guarantee, and here the third eigenvalue lies below the third level.

For $N=6$ the displaced level falls from 5.5 to 4.0 hartree and lands between the correct values 3.5 and 4.5. The error is confined to one state, but that state need not stay at the top of the computed list.

**Limit of this result.** The clean separation in (13) rests on a basis made of the oscillator's own eigenfunctions and on a quadratic potential. For a rescaled mesh, (8) still holds and the dropped matrix still projects on the highest basis function, but that function is no longer an eigenstate. The error can then reach every level that shares its parity, while levels of the other parity are untouched by it. For another potential the error of the diagonal approximation can reach every level. In both cases convergence with $N$ has to be checked. The boundary conditions are a separate matter. With $w=1$ on $(-1,1)$, the zeros of $p_N$ are interior, so $p_N(\pm1)\ne0$ and the $\chi_i$ do not vanish at the ends. They are orthonormal, yet they do not individually satisfy hard-wall conditions.

The numerical check evaluates the closed form, cardinality, overlaps and equations (11) and (12) for four weights with $N=7$, including the non-classical $e^{-x^4}$. Its integrals use a dense rule unrelated to the mesh.

## Computed values

```
General tests, N = 7 (largest deviations, dimensionless)
  Hermite    closed form 3e-13, cardinality 3e-15, overlap 1e-14
  Laguerre   closed form 2e-13, cardinality 2e-15, overlap 4e-15
  Legendre   closed form 2e-12, cardinality 3e-15, overlap 8e-15
  exp(-x^4)  closed form 3e-13, cardinality 5e-16, overlap 1e-14
Worked example: Hermite mesh, N = 3, mass 1, frequency 1 (a.u.)
nodes x_i (bohr): -1.22474  0.00000  1.22474
Gauss weights lam_i (bohr): 0.29541  1.18164  0.29541
weight function w(x_i) (dimensionless): 0.22313  1.00000  0.22313
heights chi_i(x_i) (bohr^-1/2): 0.86910  0.91994  0.86910
recurrence coefficient b_3 (bohr): 1.22474
constants C_i (bohr): 0.70711  -0.70711  0.70711
overlap row 1 (dimensionless): 1.00000  0.00000  0.00000
overlap row 2 (dimensionless): 0.00000  1.00000  0.00000
overlap row 3 (dimensionless): 0.00000  0.00000  1.00000
exact x^2 matrix row 1 (bohr^2): 2.00000  -0.50000  0.50000
exact x^2 matrix row 2 (bohr^2): -0.50000  0.50000  -0.50000
exact x^2 matrix row 3 (bohr^2): 0.50000  -0.50000  2.00000
diagonal approximation x_i^2 (bohr^2): 1.50000  0.00000  1.50000
kinetic matrix row 1 (hartree): 0.66667  -0.41667  -0.08333
kinetic matrix row 2 (hartree): -0.41667  0.91667  -0.41667
kinetic matrix row 3 (hartree): -0.08333  -0.41667  0.66667
levels, full potential matrix (hartree): 0.50000  1.50000  2.50000
levels, diagonal potential matrix (hartree): 0.50000  1.50000  1.75000
N = 6 levels, full potential matrix (hartree): 0.50000  1.50000  2.50000  3.50000  4.50000  5.50000
N = 6 levels, diagonal potential matrix (hartree): 0.50000  1.50000  2.50000  3.50000  4.00000  4.50000
Equally spaced nodes -1, 0, 1 bohr, normalized functions
overlap of outer pair (dimensionless): 0.20000
overlap of outer and central (dimensionless): -0.25820
```
